# How Many Intrinsic Carriers Does Diamond Hold at Room Temperature?

## Question

Diamond has a band gap of 5.47 eV at 300 K. How many free electrons per cubic centimetre does heat alone create in a perfect, undoped crystal at that temperature? How does the number scale with gap, band masses and temperature, and what does it say about a real piece of diamond?

## Answer

### What is being counted

The crystal is in thermal equilibrium, in the dark, without impurities or defects. Heat lifts electrons from the valence band, whose top lies at $E_v$, into the conduction band, whose bottom lies at $E_c=E_v+E_g$. Each lifted electron leaves a hole. The intrinsic density $n_i$ is the common value of the electron density $n$ and the hole density $p$ in a large neutral crystal. Carriers are treated as independent particles in parabolic bands, so the attraction between an electron and a hole is left out.

A one-electron state of energy $E$ is occupied with probability

$$f=\frac{1}{e^{y}+1},\qquad y=\frac{E-\mu}{kT},$$

where $\mu$ is the Fermi level. For $y>0$ this can be expanded as

$$f=\frac{e^{-y}}{1+e^{-y}}=e^{-y}-e^{-2y}+\dots$$

At 300 K, $kT=0.02585$ eV. If $\mu$ lies near the middle of the gap, a conduction state is more than 2.7 eV above it, so $y$ exceeds 100 and the first term suffices. The size of the second term is worked out below.

### Counting the states at the band edges

Diamond has six equivalent conduction valleys. Near the bottom of one of them, with $\mathbf k$ measured from the minimum,

$$E=E_c+\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_l}+\frac{k_y^2}{m_t}+\frac{k_z^2}{m_t}\right).$$

In a periodic box of volume $V$, the allowed wavevectors have density $V/(2\pi)^3$. With two spin states and six valleys,

$$n=\frac{12}{(2\pi)^3}\int e^{-(E-\mu)/kT}\,d^3k .$$

The exponential factorises, and each direction gives a Gaussian integral:

$$\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{-\hbar^2k^2/(2mkT)}\,dk
=\frac{1}{2\pi}\sqrt{\frac{2\pi mkT}{\hbar^2}}
=\sqrt{\frac{mkT}{2\pi\hbar^2}} .$$

The limits may be taken to infinity because only states within a few $kT$ of the edge contribute appreciably. Multiplying the three factors gives

$$n=N_c\,e^{-(E_c-\mu)/kT},\qquad
N_c=12\sqrt{m_lm_t^2}\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}.$$

$N_c$ is the effective density of states of the conduction edge. For Boltzmann statistics, the whole band acts like $N_c$ states per unit volume placed at $E_c$.

The second term of the expansion has $2/kT$ where the first has $1/kT$. Its Gaussian integrals are therefore smaller by $2^{-3/2}$, and its edge factor is squared. The relative correction to $n$ is

$$-\frac{e^{-(E_c-\mu)/kT}}{2^{3/2}}\simeq-\frac{n}{2^{3/2}N_c}.$$

For holes, the probability that a valence state is empty is

$$1-f=\frac{1}{e^{(\mu-E)/kT}+1}\simeq e^{-(\mu-E)/kT}.$$

Three valence bands matter: heavy, light and split-off, with masses $m_1$, $m_2$ and $m_3$. The top of the third lies lower by the spin-orbit splitting $\Delta$, so creating a hole there costs $\Delta$ more. The same integrals, with two states per band at each $\mathbf k$, give

$$p=N_v\,e^{-(\mu-E_v)/kT},$$

$$N_v=2\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}\left[m_1^{3/2}+m_2^{3/2}+m_3^{3/2}e^{-\Delta/kT}\right].$$

### Half the gap in the exponent

In the product of the two densities, the Fermi level cancels:

$$np=N_cN_v\,e^{-(E_c-\mu+\mu-E_v)/kT}=N_cN_v\,e^{-E_g/kT}.$$

This is the law of mass action. It holds wherever $\mu$ lies, as long as both bands are in the Boltzmann regime. In a neutral pure crystal $n=p=n_i$, so

$$n_i=\sqrt{N_cN_v}\;e^{-E_g/2kT}.$$

Creating a pair costs the full gap. The half appears because the Boltzmann factor of the pair fixes the product of two equal densities, and each density is the square root of that product.

The condition $n=p$ also fixes the Fermi level. Taking logarithms,

$$\ln N_c-\frac{E_c-\mu}{kT}=\ln N_v-\frac{\mu-E_v}{kT},$$

and collecting the terms in $\mu$,

$$\mu=\frac{E_c+E_v}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}.$$

### The number

Take rough masses in units of the free-electron mass $m_e$: $m_l=1.5$ and $m_t=0.3$ for electrons; 0.6, 0.3 and 0.4 for heavy, light and split-off holes. Take $\Delta=6$ meV. At 300 K the common factor is

$$2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2}=2.51\times10^{19}\ \text{cm}^{-3}.$$

The conduction edge multiplies it by $6\sqrt{1.5\times0.3^2}=2.20$, and the valence edge by

$$0.465+0.164+0.253\,e^{-0.006/0.02585}=0.830 .$$

Hence

$$N_c=5.53\times10^{19}\ \text{cm}^{-3},\qquad N_v=2.08\times10^{19}\ \text{cm}^{-3}.$$

Direct sums of Boltzmann factors over the plane waves of a periodic box of side 60 nm give the same two values to the digits shown. The geometric mean is $3.39\times10^{19}$ cm$^{-3}$.

The exponent is $5.47/(2\times0.025852)=105.8$, and $e^{-105.8}$ is about $1.13\times10^{-46}$. Therefore

$$n_i=3.39\times10^{19}\times1.13\times10^{-46}\ \text{cm}^{-3}\approx4\times10^{-27}\ \text{cm}^{-3}.$$

Setting both edge densities to a round $10^{19}$ cm$^{-3}$ would give $1.1\times10^{-27}$ cm$^{-3}$. The masses used here put the value about 3.4 times higher.

With these masses the Fermi level lies 12.6 meV below midgap, which confirms the assumption made at the start. If more realistic valence bands made $N_v$ four times larger, the level would move up by $(kT/2)\ln4=18$ meV, which still leaves it close to midgap. The relative correction from Fermi statistics is about $2.5\times10^{-47}$ in magnitude, so degeneracy plays no part.

### How it scales

**Gap.** At fixed temperature and masses, $n_i$ changes by a factor of ten when the gap changes by

$$2kT\ln10=0.119\ \text{eV}.$$

An error of 0.02 eV in the gap changes $n_i$ by a factor of 1.47. Replacing diamond's gap by silicon's, 1.12 eV, while keeping diamond's masses, gives $1.3\times10^{10}$ cm$^{-3}$. The gap has fallen by 4.35 eV, or 36.5 steps of 0.119 eV, and the density has risen by a factor of $3.5\times10^{36}$. The exponent accounts for the whole of this difference, since the prefactor was held fixed.

**Masses.** Both edge densities scale as mass to the power $3/2$, and so does their geometric mean. Raising every mass by half multiplies $n_i$ by $1.5^{3/2}=1.84$. This is a useful allowance for the crude valence bands: the splitting of 6 meV is smaller than $kT$, so thermal holes sample a region where the real bands mix and are neither parabolic nor isotropic. Together with the uncertainty of the gap, it leaves $n_i$ known to within a factor of a few.

**Temperature.** With the gap held fixed, and with the weak temperature dependence of $e^{-\Delta/kT}$ ignored, $n_i\propto T^{3/2}e^{-E_g/2kT}$. Then

$$\frac{d\ln n_i}{d\ln T}=\frac32+\frac{E_g}{2kT}\approx107$$

at 300 K. A rise of 1 percent, or 3 K, multiplies $n_i$ by about $e^{1.07}\approx2.9$. At 500 K the full formula with a fixed gap gives $2.0\times10^{-8}$ cm$^{-3}$, some nineteen orders of magnitude above the room-temperature value and still far below one carrier per cubic centimetre.

The gap shrinks on heating. A rough allowance of 0.2 meV/K lowers it by 0.04 eV between 300 and 500 K. This multiplies the 500 K result by $e^{0.04/(2\times0.0431)}=1.59$, to $3.2\times10^{-8}$ cm$^{-3}$.

### What less than one carrier means

The volume that corresponds to one pair is

$$\frac1{n_i}=2.6\times10^{26}\ \text{cm}^3,$$

a cube about 6400 km on a side, roughly the radius of the Earth. It is tempting to conclude that a 1 cm$^3$ crystal contains a pair with probability $4\times10^{-27}$. For an isolated neutral crystal this is wrong, because electrons and holes can then appear only together.

Consider $k$ electrons and $k$ holes in such a crystal. The sum of Boltzmann factors for one electron, measured from $E_c$, is $N_cV$; for one hole, measured from $E_v$, it is $N_vV$. For $k$ identical particles spread thinly over many states, the sum is the $k$th power divided by $k!$. The pairs also cost an energy $kE_g$; to avoid confusion with the number $k$, write the Boltzmann constant here as $k_B$. The statistical weight of $k$ pairs is

$$W_k=\frac{(N_cV)^k}{k!}\,\frac{(N_vV)^k}{k!}\,e^{-kE_g/k_BT}=\frac{x^{2k}}{(k!)^2},\qquad x=n_iV .$$

The mean number of pairs follows from $k/(k!)^2=1/[k!\,(k-1)!]$:

$$\langle k\rangle=\frac{\sum_{k\ge1}x^{2k}/[k!\,(k-1)!]}{\sum_{k\ge0}x^{2k}/(k!)^2}=x\,\frac{I_1(2x)}{I_0(2x)},$$

where $I_0$ and $I_1$ are modified Bessel functions, recognised by their power series. There are two limits.

- **Large crystal, $x\gg1$.** The ratio of successive weights is $W_k/W_{k-1}=x^2/k^2$, which passes through 1 at $k=x$. Near there its logarithm, $2\ln(x/k)$, falls with slope $-2/x$, so the distribution has variance about $x/2$. Its relative width, $1/\sqrt{2x}$, tends to zero and $\langle k\rangle/x\to1$, with $x=n_iV$; the mean stays about $1/4$ below $x$. This is the ordinary meaning of a density.
- **Small crystal, $x\ll1$.** The leading terms are $x^2$ above and 1 below, so $\langle k\rangle\to x^2$. This is also the probability of finding one free pair. Bound pairs (excitons), left out here, have a weight proportional to $V$ rather than $V^2$. With a binding energy of 0.08 to 0.09 eV they would outnumber free pairs in a crystal smaller than about 30 nm on a side, and at 1 cm$^3$ they are negligible.

For 1 cm$^3$ the probability is therefore $(3.84\times10^{-27})^2=1.5\times10^{-53}$, not $4\times10^{-27}$. At $x=1$ the mean is 0.70 pairs. An imagined diamond sphere of radius 6400 km, uniformly at 300 K and with no change of gap under its own weight, has $x=4.2$ and holds on average 4.0 pairs.

The number $n_iV$ does have a meaning for a small sample that can exchange electrons with a reservoir holding $\mu$ at the intrinsic level. Electrons and holes then need not appear together, and the mean number of each is $n_iV$, or $4\times10^{-27}$ for 1 cm$^3$. The sample is then occasionally charged. For a sphere of this volume with one elementary charge spread over its surface, the electrostatic energy is about $1.2\times10^{-7}$ eV, negligible beside $kT$.

### Real diamond: impurities take over

Boron is the usual acceptor in diamond. Let its density be $N_A$ and let a bound hole need an energy $E_A$ to reach the valence band. A neutral boron atom holds a hole in one of about six nearly degenerate states, matching the three closely spaced valence bands with two states each. The ratio of neutral to ionised atoms is

$$\frac{N_A^0}{N_A^-}=6\,e^{[E_A-(\mu-E_v)]/kT}=\frac{p}{K},\qquad K=\frac{N_v}{6}e^{-E_A/kT},$$

where $e^{-(\mu-E_v)/kT}=p/N_v$ has been used. If there are no donors and $n$ is negligible, neutrality requires $N_A^-=p$, and hence $N_A^0=N_A-p$. Thus

$$\frac{p^2}{N_A-p}=K .$$

The positive root of $p^2+Kp-KN_A=0$ can be written

$$p=\frac{2N_A}{1+\sqrt{1+4N_A/K}} .$$

With the rough value $E_A=0.37$ eV, $K=2.11\times10^{12}$ cm$^{-3}$. For $N_A=10^{15}$ cm$^{-3}$ the square root is 43.6, so $p=4.5\times10^{13}$ cm$^{-3}$: about 4.5 percent of the boron is ionised. Here $p$ is nearly proportional to $\sqrt{N_v}$, so an error of a factor of four in $N_v$ from the crude valence masses would change this fraction by about a factor of two. The law of mass action then gives the electron density,

$$n=\frac{n_i^2}{p}=\frac{1.48\times10^{-53}}{4.49\times10^{13}}\ \text{cm}^{-3}=3.3\times10^{-67}\ \text{cm}^{-3}.$$

In the opposite limit, $N_A\ll K$, the root tends to $p=N_A$ and practically every boron atom is ionised. One boron atom per cubic centimetre would supply one hole per cubic centimetre, $2.6\times10^{26}$ times the intrinsic density.

A boron density of $10^{15}$ cm$^{-3}$ is in the range of lightly doped layers meant to block high voltage. Such a layer is far from the pure crystal assumed at the start: doping moves the hole density from $4\times10^{-27}$ to $4.5\times10^{13}$ cm$^{-3}$, forty orders of magnitude. Real layers also contain some donors, which capture holes and lower $p$ below this uncompensated estimate: $10^{14}$ cm$^{-3}$ of them reduce it to $1.6\times10^{13}$ cm$^{-3}$. Where nitrogen, a donor roughly 1.7 eV deep, outnumbers boron, the carrier type changes and the crystal stays insulating: $2\times10^{14}$ cm$^{-3}$ of nitrogen against $10^{14}$ cm$^{-3}$ of boron gives $n$ of order $10^{-9}$ cm$^{-3}$, still far above $n_i$, and $p$ of order $10^{-44}$ cm$^{-3}$. Even highly purified diamond contains far more than one electrically active impurity per cubic centimetre, so its conductivity is not a measurement of $n_i$. Leakage under bias is not an equilibrium quantity either, and defects, surfaces, contacts and stray light can all contribute to it.

The physical content of $n_i\approx4\times10^{-27}$ cm$^{-3}$ is therefore twofold. Band-to-band thermal excitation supplies no practically relevant carriers in diamond at 300 K, and $n_i^2$ links the equilibrium electron and hole densities once something else has set one of them, as long as both bands stay in the Boltzmann regime and $\mu$ is held by a reservoir or by a large number of carriers or partly filled impurity levels. In an isolated sample with only $M$ ionised acceptors, the product of the mean densities is $n_i^2M/(M+1)$. Doping heavy enough to make the carriers degenerate breaks this link. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Temperature: 300 K; kT: 0.025852 eV
Diamond gap: 5.47 eV
Electron masses (long., transv., transv.): (1.5, 0.3, 0.3) m_e
Hole masses (heavy, light, split-off): (0.6, 0.3, 0.4) m_e
Conduction valleys: 6
Spin-orbit splitting: 6.0 meV
Nc formula: 5.532e+19 cm^-3; box sum: 5.532e+19 cm^-3
Nv formula: 2.082e+19 cm^-3; box sum: 2.082e+19 cm^-3
sqrt(Nc Nv): 3.394e+19 cm^-3
Eg/(2kT): 105.795
exp(-Eg/2kT): 1.132e-46
Intrinsic density n_i: 3.84e-27 cm^-3
n_i squared: 1.48e-53 cm^-6
n_i with Nc = Nv = 1e19 cm^-3: 1.13e-27 cm^-3
Fermi level relative to midgap: -12.6 meV
Gap change per decade of n_i: 0.1191 eV
n_i if gap were 1.12 eV, same masses: 1.33e+10 cm^-3
Ratio of that density to diamond's: 3.5e+36
Volume 1/n_i: 2.60e+26 cm^3
Side of cube of that volume: 6384 km
Mean pairs, isolated neutral 1 cm^3: 1.48e-53
Mean pairs, isolated crystal with x = 1: 0.698
Planet-sized crystal radius: 6400 km
Planet-sized crystal: x = 4.22
Planet-sized crystal: mean pairs = 3.96
Charging energy of 1 cm^3 sphere: 1.2e-07 eV
Boron density: 1.0e+15 cm^-3; level: 0.37 eV
Boron ionisation constant: 2.11e+12 cm^-3
Holes with boron: 4.49e+13 cm^-3
Ionised boron fraction: 4.5 percent
Electrons with boron: 3.3e-67 cm^-3
Holes from 1 boron atom per cm^3: 1.000 cm^-3
Those holes divided by n_i: 2.6e+26
Relative degeneracy correction: 2.5e-47
Factor for gap lower by 0.02 eV: 1.47
Factor for all masses 1.5 times larger: 1.84
n_i at 500 K, gap fixed: 2.00e-08 cm^-3
Rough gap slope allowed: 0.2 meV/K
n_i at 500 K, gap 5.43 eV: 3.18e-08 cm^-3
Factor from gap shrinkage at 500 K: 1.59
```
